# Multipole Polarizabilities and Dispersion Interaction of Quantum Drude Oscillators, part 2

A quantum Drude oscillator is a drudon of charge $-q$ and mass $m$ bound by $\tfrac12m\omega^2r^2$, in place of Coulomb attraction, to its own fixed core of charge $+q$. We seek the interaction energy of two such oscillators, in Gaussian or atomic units. Core A is at the origin and core B at $R\hat{\mathbf z}$; the distinguishable drudons are at $\mathbf r_1$ and $R\hat{\mathbf z}+\mathbf r_2$, and $\mathbf d=\mathbf r_1-\mathbf r_2$. Unlike oscillators carry subscripts $i=1,2$ on $q,m,\omega,s$.

One oscillator has Hamiltonian $H$, ground-state energy $E_0$ and ground state $\psi_0\propto e^{-r^2/4s}$, with $s=\hbar/2m\omega$ the variance of $\psi_0^2$ per axis. For any polynomial $P$,

$$(H-E_0)\,P\psi_0=\hbar\omega\,\big(\mathbf r\cdot\nabla P-s\nabla^2P\big)\psi_0. \tag{1}$$

With $c=\cos\theta$ and Legendre polynomials $P_L$, for $r<R$,

$$\frac{1}{|R\hat{\mathbf z}-\mathbf r|}=\frac1R\Big(1-2c\frac rR+\frac{r^2}{R^2}\Big)^{-1/2}=\sum_{L=0}^\infty\frac{S_L(\mathbf r)}{R^{L+1}},\qquad S_L=r^LP_L(c), \tag{2}$$

The $S_L$ are harmonic. With $\rho_\perp^2=x^2+y^2$, $S_3=z^3-\tfrac32z\rho_\perp^2$ and $S_4=z^4-3z^2\rho_\perp^2+\tfrac38\rho_\perp^4$.

The $2^l$-pole polarizability, static ($\alpha_l$) and at imaginary frequency $iu$, is

$$\alpha_l(iu)=\alpha_l\,\frac{(l\omega)^2}{(l\omega)^2+u^2},\qquad \alpha_l=\frac{2q^2(2l-1)!!\,s^l}{l\hbar\omega}=\frac{q^2}{m\omega^2}\,\frac{(2l-1)!!}{l}\Big(\frac{\hbar}{2m\omega}\Big)^{l-1}. \tag{5}$$

The coupling is instantaneous, which requires $R\ll c_0/\omega$ with $c_0$ the speed of light:

$$V=q_1q_2\Big[\frac1R+\frac1{|R\hat{\mathbf z}-(\mathbf r_1-\mathbf r_2)|}-\frac1{|R\hat{\mathbf z}-\mathbf r_1|}-\frac1{|R\hat{\mathbf z}-(-\mathbf r_2)|}\Big], \tag{6}$$

Expanded, $V=\sum_{L\ge2}V_L/R^{L+1}$ with $V_L=q_1q_2\sum_{l_1=1}^{L-1}S^{(l_1,L-l_1)}$, where $S^{(l_1,l_2)}$ is the part of $S_L(\mathbf d)$ of degree $l_1$ in $\mathbf r_1$ and $l_2=L-l_1$ in $\mathbf r_2$.

For the pair, $H_0$ is the uncoupled Hamiltonian, $E_0$ its ground-state energy and $\Psi_0=\psi_0(\mathbf r_1)\psi_0(\mathbf r_2)$; angle brackets average over the ground-state density. $E^{(n)}$ and $\Psi^{(n)}$ are the $n$th-order corrections, with $\Psi^{(n)}$ orthogonal to $\Psi_0$. Each $S^{(l_1,l_2)}\Psi_0$ is an eigenstate of $H_0$ with excitation energy $\hbar(l_1\omega_1+l_2\omega_2)$; $\Psi^{(1)}$ is minus $V\Psi_0$ with each piece divided by this energy. In the expansion $E^{(1)}=0$, and

$$E^{(2)}=-\sum_{l_1,l_2\ge1}\frac{C^{(l_1,l_2)}}{R^{2L+2}},\qquad C^{(l_1,l_2)}=\frac{q_1^2q_2^2\,(2L-1)!!\binom{L}{l_1}s_1^{l_1}s_2^{l_2}}{\hbar(l_1\omega_1+l_2\omega_2)}. \tag{9}$$

For identical oscillators $E^{(2)}=-\sum_{L\ge2}C_{2L+2}/R^{2L+2}$, with

$$C_{2L+2}=\frac{q^4}{\hbar\omega}\,\frac{(2L-1)!!\,(2^L-2)}{L}\,s^L. \tag{10}$$

$$C_6=\tfrac34\alpha_1^2\hbar\omega,\qquad C_8=5\,\frac{\hbar}{m\omega}\,C_6,\qquad C_{10}=\frac{245}{8}\Big(\frac{\hbar}{m\omega}\Big)^2C_6. \tag{11}$$

In terms of polarizabilities, the arrow giving the identical case,

$$C^{(l_1,l_2)}=\binom{2L}{2l_1}\frac{\hbar}{2\pi}\int_0^\infty\alpha^A_{l_1}\alpha^B_{l_2}\,du\;\longrightarrow\;\binom{2L}{2l_1}\frac{\hbar\omega}{4}\,\frac{l_1l_2}{L}\,\alpha_{l_1}\alpha_{l_2}. \tag{12}$$

The coefficients (11) come from second order in $V$, and they are the full coefficients of $R^{-6}$, $R^{-8}$ and $R^{-10}$ only if higher orders add nothing at these powers. Order $n$ contains $n$ factors of $V$, each falling at least as $R^{-3}$, so fourth and higher orders begin at $R^{-12}$ and only third order is in question. From $(H_0-E_0)\Psi^{(2)}=(E^{(1)}-V)\Psi^{(1)}+E^{(2)}\Psi_0$ and $E^{(3)}=\langle\Psi_0|V|\Psi^{(2)}\rangle=-\langle\Psi^{(1)}|H_0-E_0|\Psi^{(2)}\rangle$ one finds $E^{(3)}=\langle\Psi^{(1)}|V-E^{(1)}|\Psi^{(1)}\rangle$. For identical oscillators, with $E^{(1)}=0$ in the expansion,

$$E^{(3)}=\sum_{L_a,L_b,L_c\ge2}\frac{\langle V_{L_a}V_{L_b}V_{L_c}\rangle}{L_aL_c(\hbar\omega)^2\,R^{L_a+L_b+L_c+3}}. \tag{13}$$

Inverting both $\mathbf r_1$ and $\mathbf r_2$ multiplies the product by $(-1)^{L_a+L_b+L_c}$ and leaves the weight unchanged, so the sum of the $L$ must be even, which removes $R^{-10}$ and $R^{-12}$. The $R^{-9}$ term is $\langle V_2^3\rangle$, of degree three in $\mathbf r_1$, and it vanishes under inversion of $\mathbf r_1$ alone. Both arguments use only degrees, so they hold for unlike pairs as well. The coefficients $C_6$, $C_8$ and $C_{10}$ are thus complete.

The next power, $R^{-11}$, does not vanish. It needs $L_a+L_b+L_c=8$, that is $\{2,2,4\}$ or $\{2,3,3\}$. The weights $1/L_aL_c$ add to $\tfrac14+2\cdot\tfrac18=\tfrac12$ for the first set and $\tfrac19+2\cdot\tfrac16=\tfrac49$ for the second. Write $\mathbf u=\mathbf r_1$, $\mathbf v=\mathbf r_2$ and $S_L(\mathbf d)=T_{ij\dots}d_id_j\cdots/L!$, where $T$, the tensor of $L$-th derivatives of $S_L$, is symmetric and traceless because $S_L$ is harmonic. Expanding $\mathbf d=\mathbf u-\mathbf v$ gives $S^{(1,1)}=\sum_at_au_av_a$ with $t=(1,1,-2)$, $S^{(2,1)}=-\tfrac12T_{ijk}u_iu_jv_k$, $S^{(1,2)}=+\tfrac12T_{ijk}u_iv_jv_k$ and $S^{(2,2)}=\tfrac14T_{ijkl}u_iu_jv_kv_l$. Integration by parts, $\langle u_iF\rangle=s\langle\partial_iF\rangle$, reduces an average of four components to $s^2$ times the sum of the three pairings $\delta\delta$, and a pairing of two indices on the same $T$ gives a trace and vanishes. In $\langle V_2^2V_4\rangle$ only $S^{(2,2)}$ makes the degree in $\mathbf u$ even. Two pairings survive for $\mathbf u$ and two for $\mathbf v$, giving $\tfrac14\cdot4\,s^4\sum_{ab}t_at_bT_{aabb}$. From $S_4$, $T_{zzzz}=24$, $T_{xxzz}=T_{yyzz}=-12$, $T_{xxxx}=T_{yyyy}=9$ and $T_{xxyy}=3$, so the sum is $4\cdot24+4(-2)(-12)+2\cdot9+2\cdot3=216$. In $\langle V_2V_3^2\rangle$ even degree requires one factor $S^{(2,1)}$ and one $S^{(1,2)}$, which occurs twice. Again two pairings survive for each vector, giving $2\cdot(-\tfrac14)\cdot4\,s^4\sum_at_a\sum_{jk}T_{ajk}^2$. From $S_3$, $T_{zzz}=6$ and $T_{xxz}=T_{yyz}=-3$, so the inner sum is $36+9+9=54$ for $a=z$ and $9+9=18$ for $a=x$ or $y$. The outer sum is $-108+36=-72$ and the average is $+144\,s^4$. Collecting, with $q^6s^4/(\hbar\omega)^2=\tfrac1{16}\alpha_1^3\hbar\omega(\hbar/m\omega)$,

$$E^{(3)}=\Big(\frac{216}{2}+\frac{4\cdot144}{9}\Big)\frac{q^6s^4}{(\hbar\omega)^2R^{11}}+\dots=+\frac{43}{4}\,\frac{\alpha_1^3\,\hbar\omega\,(\hbar/m\omega)}{R^{11}}+\dots \tag{14}$$

since $108+64=172$ and $172/16=43/4$. This term is repulsive.

The fourth-order term at $R^{-12}$ has four factors of $V_2$ and nothing else, so it can be read from the dipole-only problem, which is quadratic. With $a=\alpha_1/R^3$, so that $q^2/R^3=m\omega^2a$, and $z_\pm=(z_1\pm z_2)/\sqrt2$, the $z$ potential $\tfrac12m\omega^2(z_1^2+z_2^2-4az_1z_2)$ becomes $\tfrac12m\omega^2[(1-2a)z_+^2+(1+2a)z_-^2]$. The $x$ and $y$ directions give the factors $1\pm a$, each twice. In the zero-point energy $\tfrac12\hbar\omega\sum(\sqrt{1+\xi}-1)$ the odd powers of $a$ cancel between the $\pm$ partners. The term $-\tfrac18\xi^2$ gives $-\tfrac1{16}(2\cdot4+4)a^2\hbar\omega=-\tfrac34a^2\hbar\omega$, which is $C_6$ again, and the term $-\tfrac5{128}\xi^4$ gives $-\tfrac5{256}(2\cdot16+4)a^4\hbar\omega=-\tfrac{45}{64}a^4\hbar\omega$. Equation (10) at $L=5$, with factor $945\cdot30/5=5670$ and ratio $1890s^3=\tfrac{945}4(\hbar/m\omega)^3$ to $C_6$, is therefore only the second-order part of $C_{12}$, and $\tfrac{45}{64}\alpha_1^4\hbar\omega$ must be added to it.

The expansion (2) converges only for displacements shorter than $R$, while the Gaussian cloud extends everywhere, so the series in $1/R$ cannot be expected to converge. From (10) the ratio of successive terms is

$$\frac{C_{2L+4}}{C_{2L+2}R^2}=\frac{(2L+1)L}{L+1}\,\frac{2^{L+1}-2}{2^L-2}\,\frac{s}{R^2}\;\approx\;\frac{(4L-2)\,s}{R^2}\quad(L\gg1), \tag{15}$$

where $2(2L+1)L/(L+1)=4L-2+2/(L+1)$ was used. The ratio exceeds one once $L$ passes about $R^2/4s$, so the series diverges at every $R$. Its relation to the energy is found by keeping (6) unexpanded, for identical oscillators.

For $r>R$ the roles of the two lengths in (2) are exchanged, so in general $1/|R\hat{\mathbf z}-\mathbf r|=\sum_lg_l(r)P_l(c)$ with $g_l=r_<^l/r_>^{l+1}$. Orthogonality to $P_0=1$ leaves $1/r_>$ after the angular average. For a Gaussian of variance $v$ the deficit from the point-charge value is $4\pi(2\pi v)^{-3/2}\int_R^\infty r^2e^{-r^2/2v}(1/R-1/r)\,dr$. Integration by parts gives $\int_R^\infty r^2e^{-r^2/2v}dr=vRe^{-R^2/2v}+v\int_R^\infty e^{-r^2/2v}dr$, while $\int_R^\infty re^{-r^2/2v}dr=ve^{-R^2/2v}$. The boundary terms cancel, and $\int_R^\infty e^{-r^2/2v}dr=\sqrt{\pi v/2}\,\operatorname{erfc}(R/\sqrt{2v})$ leaves the deficit $\operatorname{erfc}(R/\sqrt{2v})/R$. In (6) the variable $\mathbf d$ has $v=2s$ and the other two have $v=s$, so

$$E^{(1)}=\frac{q^2}{R}\Big[2\operatorname{erfc}\frac{R}{\sqrt{2s}}-\operatorname{erfc}\frac{R}{2\sqrt s}\Big]. \tag{16}$$

At large $R$ the second term dominates and falls as $e^{-R^2/4s}$ up to powers of $R$. This charge-penetration energy is therefore attractive at large $R$, although it tends to the repulsive $q^2/R$ as $R\to0$, and its expansion in $1/R$ vanishes identically.

The second-order sum splits into states with one oscillator excited and states with both excited. For states with only drudon 1 excited, the matrix element is that of $V$ averaged over $\mathbf r_2$, which by the deficit formula is a constant plus $U=-q^2\operatorname{erfc}(\rho/\sqrt{2s})/\rho$, with $\rho=|R\hat{\mathbf z}-\mathbf r_1|$. Every denominator is at least $\hbar\omega$, so closure bounds the magnitude of this induction energy, for both oscillators together, by $2\langle U^2\rangle/\hbar\omega$. In polar coordinates about core B, $r_1^2=R^2+\rho^2-2R\rho c$, the angular integral is elementary and

$$\langle U^2\rangle=\frac{2\pi s\,q^4}{R\,(2\pi s)^{3/2}}\int_0^\infty\frac{d\rho}{\rho}\operatorname{erfc}^2\!\frac{\rho}{\sqrt{2s}}\Big[e^{-(R-\rho)^2/2s}-e^{-(R+\rho)^2/2s}\Big]. \tag{17}$$

The exponent $\rho^2/s+(R-\rho)^2/2s$ is least at $\rho=R/3$, so the bound falls as $e^{-R^2/3s}$ up to powers of $R$.

States with both oscillators excited are reached only by $q^2f(\mathbf d)$ with $f=1/|R\hat{\mathbf z}-\mathbf d|$, because the other terms of (6) depend on at most one coordinate. The rotation to $(\mathbf r_1\pm\mathbf r_2)/\sqrt2$ turns $H_0$ into two oscillators of the same $m$ and $\omega$, and $f$ excites only the relative one, whose creation operators are $(\mathbf a_1^\dagger-\mathbf a_2^\dagger)/\sqrt2$. Let $w_N$ be the squared norm of the part of $f\Psi_0$ with $N$ quanta. That part is a homogeneous polynomial of degree $N$ in these operators acting on $\Psi_0$. Its component with oscillator 2 unexcited is obtained by dropping $\mathbf a_2^\dagger$, which leaves $2^{-N/2}$ times the same polynomial in $\mathbf a_1^\dagger$ and the squared norm $2^{-N}w_N$. The same holds with 1 and 2 exchanged, so the dispersion energy at second order is

$$E_{\rm disp}=-q^4\sum_{N\ge2}\frac{(1-2^{1-N})\,w_N}{N\hbar\omega}. \tag{18}$$

To find $w_N$, use (1) in the variable $\mathbf d$, where $s$ is replaced by $v=2s$. For $P=S_l(\mathbf d)F(\tau)$ with $\tau=d^2/2v$, one has $\mathbf d\cdot\nabla P=S_l(lF+2\tau F')$ and $v\nabla^2P=S_l[2\tau F''+(2l+3)F']$, the last from $v\nabla^2F=2\tau F''+3F'$ and $2v\nabla S_l\cdot\nabla F=2lS_lF'$. The eigenvalue condition with $N=l+2n$ is $\tau F''+(l+\tfrac32-\tau)F'+nF=0$, whose polynomial solution is the Laguerre polynomial $L_n^{(l+1/2)}(\tau)$. Only these axially symmetric states overlap $f\Psi_0$. With $p_{nl}=d^lL_n^{(l+1/2)}(d^2/4s)$ the overlap is $\langle g_lp_{nl}\rangle/(2l+1)$ and the squared norm of the state is $\langle p_{nl}^2\rangle/(2l+1)$, so

$$w_N=\sum_{l+2n=N}\frac{\langle g_l\,p_{nl}\rangle^2}{(2l+1)\langle p_{nl}^2\rangle}. \tag{19}$$

If $g_l$ were $d^l/R^{l+1}$ everywhere, only $n=0$ would contribute, $w_N$ would be $(2N-1)!!(2s)^N/R^{2N+2}$, and (18) would be (10). For fixed $N$ the true $g_l$ differs only for $d>R$, where the weight is of order $e^{-R^2/4s}$. The shells above any $K$ are controlled as well. The Taylor polynomial of $f$ through degree $K$ has no component in them, so $\sum_{N>K}w_N$ is at most the mean square of the Taylor remainder. The generating function factorizes as $(1-te^{i\theta})^{-1/2}(1-te^{-i\theta})^{-1/2}$ with positive binomial coefficients, so $|P_L|\le P_L(1)=1$, and for $d<R/2$ the geometric series bounds the remainder by $2d^{K+1}/R^{K+2}$. The region $d>R/2$ carries a weight of order $e^{-R^2/16s}$, and $f^2$ is integrable at its singularity. The error after the term $L=K$ is therefore of order $R^{-2K-4}$, which is what it means for (10) to be the asymptotic series of $E_{\rm disp}$. This argument covers second order, and (13) and (14) stand as coefficients of the formal expansion in $1/R$.

For numbers, take the round parameters $q=1$, $m=0.5$ and $\hbar\omega=0.5$ in atomic units, so that $\hbar/m\omega=4$ bohr$^2$ and $s=2$ bohr$^2$. Equation (5) gives $\alpha_1=1/(0.5\cdot0.5^2)=8$ bohr$^3$, $\alpha_2=\tfrac34\cdot4\cdot8=24$ bohr$^5$, $\alpha_3=\tfrac54\cdot4^2\cdot8=160$ bohr$^7$ and $\alpha_4=8\cdot\tfrac{105}4\cdot2^3=1680$ bohr$^9$. At $\hbar u=0.3$ hartree the quadrupole response, with its pole scale $2\hbar\omega=1$ hartree, is $24/(1+0.3^2)=22.02$ bohr$^5$. From (12), in hartree times the matching power of the bohr,

$$\begin{aligned}C^{(1,1)}&=6\cdot\tfrac{0.5}4\cdot\tfrac12\cdot8\cdot8=24, & C^{(1,2)}&=15\cdot\tfrac{0.5}4\cdot\tfrac23\cdot8\cdot24=240,\\ C^{(1,3)}&=28\cdot\tfrac{0.5}4\cdot\tfrac34\cdot8\cdot160=3360, & C^{(2,2)}&=70\cdot\tfrac{0.5}4\cdot1\cdot24\cdot24=5040.\end{aligned}$$

Hence $C_6=24$ hartree bohr$^6$, $C_8=2\cdot240=480=5\cdot4\cdot24$ hartree bohr$^8$ and $C_{10}=2\cdot3360+5040=11760=\tfrac{245}8\cdot4^2\cdot24$ hartree bohr$^{10}$, which are $14.34$ eV Å$^6$, $80.3$ eV Å$^8$ and $551$ eV Å$^{10}$. The $R^{-11}$ coefficient of the energy is $+\tfrac{43}4\cdot8^3\cdot0.5\cdot4=+11008$ hartree bohr$^{11}$. The two parts of $C_{12}$ are $\tfrac{945}4\cdot4^3\cdot24=362880$ and $\tfrac{45}{64}\cdot8^4\cdot0.5=1440$ hartree bohr$^{12}$.

The unexpanded $E_{\rm disp}$ was evaluated from (18) with shells up to $N=60$, the radial averages in (19) being done by Gauss–Legendre quadrature on two intervals joined at the kink $d=R$. At $R=12$ bohr the three terms $-24/12^6$, $-480/12^8$ and $-11760/12^{10}$ are $-8.038\times10^{-6}$, $-1.116\times10^{-6}$ and $-1.90\times10^{-7}$ hartree. Their sum, $-9.344\times10^{-6}$ hartree, is $0.9939$ of $E_{\rm disp}=-9.401\times10^{-6}$ hartree, while the $C_6$ term alone is $0.855$ of it. At 16 bohr the sum is $-1.5530\times10^{-6}$ against $-1.5545\times10^{-6}$ hartree, and the two fractions are $0.9990$ and $0.920$. At 20 bohr the sum is $-3.9490\times10^{-7}$ against $-3.9500\times10^{-7}$ hartree, with fractions $0.99975$ and $0.949$. The truncated sum falls short in magnitude because the omitted terms of (10) are all attractive. At 20 bohr the shortfall is $1.107$ times the second-order $C_{12}/R^{12}$, somewhat above one because the terms with $L\ge6$ add with the same sign.

These fractions refer to the instantaneous Coulomb coupling. For these parameters $\omega R/c_0$ is $0.044$, $0.058$ and $0.073$ at 12, 16 and 20 bohr, and retardation would weaken the dipole–dipole term by about $6\times10^{-4}$, $1.0\times10^{-3}$ and $1.6\times10^{-3}$ of its value, which matches the shortfall at 16 bohr and is several times the shortfall at 20 bohr. The fractions are also relative to the second-order dispersion energy and not to the full interaction, which also holds the third-order energy (13). At 12 bohr its leading term, the repulsive $11008/12^{11}=1.48\times10^{-8}$ hartree, is roughly a quarter of the gap between the three-term sum and $E_{\rm disp}$ and of opposite sign. This figure is the $R^{-11}$ term alone. The later terms of (13) are not negligible against it at this distance: evaluating (13) at the next power gives $+758400$ hartree bohr$^{13}$ for the $R^{-13}$ coefficient, and that term is $0.48$ of the $R^{-11}$ term at 12 bohr. The terms of (13) through $R^{-19}$ add to $2.65\times10^{-8}$ hartree there, nearly half of the gap. The parts invisible to the series are smaller at this distance. Equation (16) gives $E^{(1)}=-1.64\times10^{-10}$ hartree, and adaptive quadrature of (17) shows that the induction energy is less than $1.5\times10^{-13}$ hartree in magnitude. The terms of (10) shrink until $L=19$, where the term is $1.6\times10^{-11}$ hartree, and grow afterwards, in line with (15), since $(4L-2)s$ passes $R^2=12^2$ between $L=18$ and $L=19$. At shorter distances the smallest term moves to lower $L$ as $R^2/4s$, and when $R^2$ is only a few times $4s$ the exponentials in (16) and (19) are no longer small and the inverse-power form loses its use.

For an unlike pair, keep the oscillator above as A and take for B the values $q=1$, $m=0.75$ and $\hbar\omega=0.4$, so that $s_2=1/(2\cdot0.75\cdot0.4)=1.6667$ bohr$^2$. Equation (9) gives

$$C_6=\frac{3\cdot2\cdot2\,s_2}{0.5+0.4}=22.22,\qquad C_8=15\cdot3\Big[\frac{2^2s_2}{2\cdot0.5+0.4}+\frac{2\,s_2^2}{0.5+2\cdot0.4}\Big]=406.6,$$

$$C_{10}=105\Big[\frac{4\cdot2^3s_2}{3\cdot0.5+0.4}+\frac{6\cdot2^2s_2^2}{2\cdot0.5+2\cdot0.4}+\frac{4\cdot2\,s_2^3}{0.5+3\cdot0.4}\Big]=9124,$$

in hartree bohr$^6$, bohr$^8$ and bohr$^{10}$. The denominators now differ from piece to piece and the two widths enter separately, so the ratios in (11), with their single length $\hbar/m\omega$, hold as written for pairs with equal $m$ and equal $\omega$, and (9) is used for other pairs. If only the frequencies agree, (9) gives $C_8=5(s_1+s_2)C_6$. The factor $5$ then survives with the mean of the two values of $\hbar/m\omega$, while $C_{10}/C_6$ is no longer $245/8$ times the square of that mean.

All numerical values are calculated from the stated model.
